\section*{Relative resistance noise from uncorrelated local resistivity fluctuations}

\section{Two resistors of equal volume}

Pass a constant current through a doped silicon film. The voltage across it fluctuates, and at low frequency the fluctuation can far exceed thermal noise. Suppose that it comes from small, independent changes of the resistivity throughout the film. A large sample then averages over many independent regions and should be relatively quiet. Volume alone does not settle the matter, however. In a film between a small inner contact and a large outer ring, the current is crowded near the centre. A fluctuation there affects the voltage more than an equal fluctuation in the outer region. We want the weight of each region, and from it the noise of the whole resistor.

\section{Model and conventions}

The resistor has two equipotential contacts and otherwise insulating walls. Its resistivity is $\rho+\delta\rho(\mathbf r,t)$, with uniform mean $\rho$ and a small isotropic fluctuation. Ohm's law holds locally, and the changes are slow enough for the current to be quasi-static:
\begin{equation}
\nabla\cdot\mathbf J=0,\qquad \mathbf E=-\nabla\phi=\rho\,\mathbf J .
\end{equation}
Here $\mathbf J$ is the unperturbed current density, $J$ its magnitude, and $I$ the total current. We use SI equations with the customary device units.

For stationary fluctuations $x$ and $y$ of zero mean, the one-sided cross-spectrum is
\begin{equation}
S_{xy}(f)=2\int_{-\infty}^{\infty}\langle x(t)\,y(t+\tau)\rangle e^{-2\pi i f\tau}\,d\tau ,\qquad f>0 .
\end{equation}
Spatially uncorrelated resistivity noise means
\begin{equation}
S_{\delta\rho(\mathbf r)\,\delta\rho(\mathbf r')}(f)=\rho^2 s(f)\,\delta(\mathbf r-\mathbf r') .
\label{eq:local}
\end{equation}
The strength $s$ is the same everywhere and has units of volume per hertz. The delta function is an idealization: the real correlation length must be short compared with the sample and with the distance over which $J$ varies.

\section{Resistance as dissipated power}

Let one contact be at potential $V$ and the other at zero. Since $\nabla\cdot\mathbf J=0$, the product rule gives $\nabla\cdot(\phi\mathbf J)=\mathbf J\cdot\nabla\phi$. Hence
\begin{equation}
\int\mathbf E\cdot\mathbf J\,dV=-\int\nabla\cdot(\phi\mathbf J)\,dV=-\oint\phi\,\mathbf J\cdot d\mathbf S=VI .
\label{eq:power}
\end{equation}
The insulating walls contribute nothing because no current crosses them, and the grounded contact contributes nothing because $\phi=0$. At the other contact the outward flux of $\mathbf J$ is $-I$, which gives the positive sign. With $V=IR$ and $\mathbf E=\rho\mathbf J$,
\begin{equation}
R=\frac{1}{I^2}\int\rho J^2\,dV .
\label{eq:R}
\end{equation}

The proof of (\ref{eq:power}) did not use Ohm's law. It holds for any field $\mathbf E=-\nabla\phi$ with equipotential contacts, paired with any divergence-free current that respects the walls and carries total current $I$. The two must share the same region, contacts and walls, but they need not belong to the same distribution of resistivity.

\section{The effect of a resistivity change}

Keep $I$ fixed and let $\rho'=\rho+\delta\rho$. The new current density is $\mathbf J'=\mathbf J+\delta\mathbf J$, the new field is $\mathbf E'=\rho'\mathbf J'$, and the voltage is $V+\delta V$. Pair the new field with the old current, and the old field with the new current:
\begin{equation}
\int\mathbf E'\cdot\mathbf J\,dV=(V+\delta V)I,\qquad
\int\mathbf E\cdot\mathbf J'\,dV=VI .
\end{equation}
Subtract, and use $\delta V=I\,\delta R$:
\begin{equation}
I^2\delta R=\int(\rho'\mathbf J'\cdot\mathbf J-\rho\,\mathbf J\cdot\mathbf J')\,dV
=\int\delta\rho\,\mathbf J\cdot\mathbf J'\,dV .
\label{eq:exact}
\end{equation}
This is exact within the model. Writing $\mathbf J'=\mathbf J+\delta\mathbf J$ separates the rerouting of current:
\begin{equation}
I^2\delta R=\int\delta\rho\,J^2\,dV+\int\delta\rho\,\mathbf J\cdot\delta\mathbf J\,dV .
\label{eq:split}
\end{equation}

To find the second term, note that $\delta\mathbf J$ carries zero total current. Pairing it with either field therefore gives zero:
\begin{equation}
\int\rho\,\mathbf J\cdot\delta\mathbf J\,dV=0,\qquad
\int(\rho+\delta\rho)(\mathbf J+\delta\mathbf J)\cdot\delta\mathbf J\,dV=0 .
\end{equation}
Expand the second equation and remove the part that vanishes by the first. What remains is
\begin{equation}
\int\delta\rho\,\mathbf J\cdot\delta\mathbf J\,dV
=-\int(\rho+\delta\rho)|\delta\mathbf J|^2\,dV\le0 ,
\end{equation}
because the resistivity stays positive. Thus
\begin{equation}
\delta R=\frac1{I^2}\left[\int\delta\rho\,J^2\,dV-\int\rho'|\delta\mathbf J|^2\,dV\right].
\label{eq:remainder}
\end{equation}
For small $\delta\rho$, $\delta\mathbf J$ is of first order and the last term of second order. Current does reroute around a more resistive spot, but this changes the resistance at second order only, and downwards.

Both properties were tested on a ring with a displaced inner contact, using a random pattern with amplitudes of 2\% and 1\%. After subtraction of the linear term the remainder was negative in both cases, and the ratio of the two remainders was 3.999, against 4 for a quadratic law.

\section{From sensitivity to noise}

To first order the resistance change is a weighted sum of local changes, with weight $J^2/I^2$. Its spectrum is the corresponding double sum of cross-spectra:
\begin{align}
S_R(f)&=\frac1{I^4}\iint J^2(\mathbf r)J^2(\mathbf r')\,
\rho^2s(f)\,\delta(\mathbf r-\mathbf r')\,dV\,dV'\\
&=\frac{\rho^2s(f)}{I^4}\int J^4\,dV .
\end{align}
The delta function sets $\mathbf r'=\mathbf r$, so two factors $J^2$ become $J^4$. For uniform $\rho$, (\ref{eq:R}) gives $R^2=\rho^2(\int J^2dV)^2/I^4$. Division cancels $\rho^2$ and $I^4$:
\begin{equation}
\boxed{\frac{S_R(f)}{R^2}=s(f)\,
\frac{\int J^4\,dV}{\left(\int J^2\,dV\right)^2}}
\label{eq:main}
\end{equation}

The factor of proportionality is the local strength $s(f)$. If $\rho$ and $s$ vary in space, they must stay inside the integrals, and the same steps give
\begin{equation}
\frac{S_R}{R^2}=\frac{\int s\rho^2J^4\,dV}{\left(\int\rho J^2\,dV\right)^2}.
\end{equation}
At constant current $\delta V/V=\delta R/R$, so $S_V/V^2=S_R/R^2$. At constant voltage $\delta I/I=-\delta R/R$ to first order, and the sign disappears in the spectrum: $S_I/I^2=S_R/R^2$.

The statistical step was tested with 1000 random patterns on the displaced ring, divided into 576 triangles, with a largest local rms of 10\%. The current was solved anew for each pattern. The variance of the resistance was 1.013 times the first-order formula, with a standard error of 0.045.

\section{Effective volume}

Write the result as
\begin{equation}
\frac{S_R}{R^2}=\frac{s}{V_{\rm eff}},\qquad
V_{\rm eff}=\frac{\left(\int J^2dV\right)^2}{\int J^4dV}.
\end{equation}
The Cauchy--Schwarz inequality for the functions $J^2$ and $1$ reads
\begin{equation}
\left(\int J^2\cdot1\,dV\right)^2\le\int J^4\,dV\int1\,dV ,
\end{equation}
so $V_{\rm eff}\le V_{\rm film}$, with equality when $J$ is uniform in magnitude. For given $s$ and given film volume, uniform current density thus gives the lowest relative noise in this model.

\paragraph{A bar with a narrow section.} Join two long sections with lengths $L_1,L_2$ and cross-sections $A_1,A_2$, and neglect the short transition. Then $J=I/A_i$ in section $i$, whose volume is $L_iA_i$, and
\begin{equation}
V_{\rm eff}=\frac{(L_1/A_1+L_2/A_2)^2}{L_1/A_1^3+L_2/A_2^3}.
\end{equation}
If $A_2\gg A_1$ with comparable lengths, and both sections remain much longer than they are wide, $V_{\rm eff}\approx L_1A_1$. The wide section then adds volume but little resistance or noise. The limit is approached slowly, with a leading relative correction $2L_2A_1/(L_1A_2)$: for equal lengths and $A_2=10A_1$ the formula gives $1.21\,L_1A_1$.

\paragraph{Fully correlated fluctuations.} If $\delta\rho$ is the same everywhere, the current pattern is unchanged, and (\ref{eq:exact}) gives $\delta R/R=\delta\rho/\rho$. Geometry drops out. The $J^4$ law therefore rests on the absence of spatial correlation, and not on the local sensitivity alone.

\section{The ring resistor}

A film of thickness $t$ lies between circular contacts of radii $a$ and $b$ that pass through its full depth. The current $I$ crosses the area $2\pi rt$ at radius $r$, so $J=I/(2\pi rt)$. With $dV=2\pi rt\,dr$,
\begin{align}
\int J^2dV&=\frac{I^2}{2\pi t}\int_a^b\frac{dr}{r}
=\frac{I^2}{2\pi t}\ln\frac ba,\\
\int J^4dV&=\frac{I^4}{(2\pi t)^3}\int_a^b\frac{dr}{r^3}
=\frac{I^4}{2(2\pi t)^3}\left(\frac1{a^2}-\frac1{b^2}\right).
\end{align}
The first integral gives the resistance. The square of the first divided by the second gives the effective volume:
\begin{equation}
R=\frac{\rho}{2\pi t}\ln\frac ba,\qquad
V_{\rm eff}=\frac{4\pi t\ln^2(b/a)}{a^{-2}-b^{-2}} .
\label{eq:ring}
\end{equation}

For a narrow gap $w=b-a\ll a$, the logarithm tends to $w/a$ and the denominator to $2w/a^3$. Then $V_{\rm eff}\to2\pi awt$, the film volume, as it should for nearly uniform $J$. For $b\gg a$, $V_{\rm eff}\to4\pi ta^2\ln^2(b/a)$. It grows much more slowly than the film volume $\pi t(b^2-a^2)$.

\section{A silicon film on oxide}

Take an n-type film with $a=1\,\mu$m, $b=5\,\mu$m, $t=100$ nm, electron density $n=10^{18}$ cm$^{-3}$ and mobility $\mu=250$ cm$^2$/Vs, at 300 K and 0.1 V. For the local noise use the empirical Hooge form: a homogeneous sample with $N$ carriers has $S_R/R^2=\alpha/(Nf)$. Since $N=nV_{\rm film}$ there, $s=\alpha/(nf)$. We choose $\alpha=10^{-4}$ and $f=10$ Hz.

The resistivity is $\rho=1/(qn\mu)=0.02497\;\Omega\,$cm, with $q$ the elementary charge, and
\begin{equation}
R=\frac{0.02497\;\Omega\,{\rm cm}}{2\pi\times10^{-5}\,{\rm cm}}\ln5=639.5\;\Omega .
\end{equation}
The current is 156.4 $\mu$A. The effective volume is
\begin{equation}
V_{\rm eff}=\frac{4\pi(0.1)(\ln5)^2}{1-1/25}\,\mu{\rm m}^3=3.391\,\mu{\rm m}^3,
\end{equation}
while the film occupies 7.54 $\mu$m$^3$. With $n=10^6\,\mu$m$^{-3}$, $s=10^{-11}\,\mu$m$^3$/Hz and
\begin{equation}
\frac{S_R}{R^2}=\frac{10^{-11}}{3.391}\,{\rm Hz}^{-1}
=2.95\times10^{-12}\,{\rm Hz}^{-1}.
\end{equation}
Uniform current in the same volume would give $1.33\times10^{-12}$ Hz$^{-1}$. Crowding raises the relative noise by a factor of 2.22.

The location of the noise follows from the integral of $r^{-3}$. Half of it has accumulated at the radius where $1-r^{-2}=\tfrac12(1-\tfrac1{25})$, with $r$ in $\mu$m, so $r=1.39\,\mu$m. The film inside that radius supplies $\ln1.39/\ln5\approx20\%$ of the resistance.

At constant current, $S_V=(0.1\,{\rm V})^2S_R/R^2=2.95\times10^{-14}$ V$^2$/Hz. Thermal noise is $4k_BTR=1.06\times10^{-17}$ V$^2$/Hz. As $S_V\propto1/f$, the two are equal at
\begin{equation}
f=10\,{\rm Hz}\times\frac{2.95\times10^{-14}}{1.06\times10^{-17}}\approx28\,{\rm kHz}.
\end{equation}

The ring formula was tested by changing the resistivity of single triangles by $\pm0.1\%$ and solving for the whole current each time. The effective volume from these resistance changes was 0.9998 of (\ref{eq:ring}).

\section{A displaced inner contact}

Move the inner contact sideways by $d=2\,\mu$m, keeping radii and film volume fixed. Put the outer centre at the origin of the complex plane $z=x+iy$. The potential of a line source at $p$ and a sink at $q$,
\begin{equation}
\phi=-\frac{\rho I}{2\pi t}\ln\left|\frac{z-p}{z-q}\right|+\text{constant},
\end{equation}
is constant on every circle for which $p$ and $q$ are inverse points. Both contacts must be such circles:
\begin{equation}
pq=b^2,\qquad (p-d)(q-d)=a^2 .
\end{equation}
Expanding the second condition gives $p+q=(b^2+d^2-a^2)/d=14\,\mu$m. With $pq=25\,\mu$m$^2$, $p=2.101\,\mu$m and $q=11.899\,\mu$m. The source lies inside the inner contact and the sink outside the film, so no current is created in the film itself. Differentiation gives
\begin{equation}
J=\frac{I}{2\pi t}\left|\frac1{z-p}-\frac1{z-q}\right| .
\end{equation}

Numerical integration of $J^2$ and $J^4$ gives $R=566.4\;\Omega$, $V_{\rm eff}=2.359\,\mu$m$^3$ and $S_R/R^2=4.24\times10^{-12}$ Hz$^{-1}$ at 10 Hz. The relative noise is 1.437 times that of the centred ring. At fixed current this factor splits in two. The fall in resistance contributes $(639.5/566.4)^2=1.275$, and the rise in $\int J^4dV$ contributes the remaining $1.437/1.275=1.127$. Most of the increase in relative noise therefore comes from the smaller resistance.

The local sensitivities were tested on this geometry too. Over the 576 triangles, the re-solved values differed from the $J^2$ formula by at most $3.7\times10^{-7}$ of the largest sensitivity. Their sum was 1.000000, as the fully correlated limit requires.

\section{Where the delta function fails}

\paragraph{An electrode edge.} Consider two coplanar electrodes on $|x|>c$, with an insulating surface between them and the conductor in $y>0$. The complex potential $\arcsin(z/c)$ satisfies these conditions: its real part is $\pm\pi/2$ on the electrodes, and its imaginary part, which labels the current lines, is zero on the gap. Hence $J=K/|\sqrt{c^2-z^2}|$, with $K=V/(\pi\rho)$ for a voltage $V$ between the electrodes, since the integral of $\rho J$ across the gap is $\pi\rho K$. At a small distance $r$ from the edge, $|c^2-z^2|\approx2cr$. In the half-disc around the edge, per unit depth,
\begin{align}
\int J^2dA&\approx\frac{\pi K^2}{2c}\int dr,\\
\int J^4dA&\approx\frac{\pi K^4}{4c^2}\int\frac{dr}{r}.
\end{align}
The resistance integral converges as $r\to0$, but the noise integral diverges logarithmically. The infinite electrodes serve only to describe the edge, since their total current diverges at large distance. For ideal equipotential electrodes of finite length, (\ref{eq:main}) still gives no finite answer because of the edge, and a cutoff at short distance is needed. The correlation length supplies one. A finite contact resistance, which weakens the crowding at the edge, supplies another and can act at larger distances. The ring contacts pass through the full film depth and have no such edge. For $c=1$ and $K=1$, integration of the full field over $10^{-5}<r<10^{-4}$ gave 1.0000 of the logarithmic law, and the $J^2$ integral grew by a factor of 10.000 from that decade to the next.

\paragraph{A finite correlation length.} Replace the delta function by a normalized Gaussian of standard deviation $\ell$ along each axis. Near a flat boundary, part of the Gaussian falls outside the sample. With $g$ its one-dimensional profile, the missing weight, integrated over the distance $x$ from the boundary, is
\begin{equation}
\int_0^\infty dx\int_x^\infty g(u)\,du=\int_0^\infty u\,g(u)\,du
=\frac{\ell}{\sqrt{2\pi}} .
\end{equation}
To first order in $\ell$, the noise integral loses $\ell/\sqrt{2\pi}$ times the surface integral of $J^4$. As a lower estimate of $\ell$ take the electron screening length, 4.09 nm here. The two film faces then remove $2\ell/(\sqrt{2\pi}\,t)=3.3\%$ of the noise, and the contact rims 0.34\%. A local resistivity is hardly defined on so short a scale: the mean free path is about 8 nm, the mean donor spacing is 10 nm, and the volume $(2\pi)^{3/2}\ell^3$ holds about one electron. With $\ell=10$ nm the two losses are 8.0\% and 0.8\%, and the rms value found next falls to about 1.2\%.

The same $\ell$ allows a check on smallness. The local variance over a band of nine decades is $(\alpha/n)\ln(10^9)$ divided by $(2\pi)^{3/2}\ell^3$. The rms value is 4.4\%, so the first-order treatment is reasonable here. A much larger $\alpha$ would weaken it.

\section{Comparison with real films}

The chosen density, mobility and dimensions lie in the rough range of doped silicon-on-insulator resistors. The least certain input is $\alpha$, which varies by orders of magnitude between samples; the Hooge part of the predicted noise scales with it in proportion. The geometrical factor 2.22 does not depend on it.

Oxide traps add a second source. A trap with occupation $F$ and relaxation time $\tau$ has number spectrum $4F(1-F)\tau/(1+4\pi^2f^2\tau^2)$. For traps uniform in energy, $\int F(1-F)dE=k_BT$. For tunnelling times $\tau\propto e^{x/\lambda}$ over a wide range of depths $x$, the depth integral gives $\lambda/f$. If each trapped electron removes one from the film, the ratio of trap noise at both faces to Hooge noise is
\begin{equation}
\frac{2k_BTN_t\lambda/(nt)^2}{\alpha/(nt)}=5.2\%,
\end{equation}
for rough values $N_t=10^{17}$ cm$^{-3}$eV$^{-1}$ and $\lambda=0.1$ nm. These fluctuations are uncorrelated along the film, so in this two-dimensional flow they carry the same $J^4$ weight. They raise the total by 5.2\% without changing the geometrical factor. This share varies as $1/\alpha$: it is 52\% for $\alpha=10^{-5}$, and for $\alpha=10^{-6}$ the traps dominate.

Contacts are a more serious departure. Metal placed directly on a film with $n=10^{18}$ cm$^{-3}$ usually meets a barrier too wide for easy tunnelling, and the contact can then have more resistance than the film. We therefore assume that the silicon at the contacts is heavily doped, to about $10^{20}$ cm$^{-3}$. With a rough contact resistivity of $10^{-7}\;\Omega\,$cm$^2$ for that case, the inner contact adds 15.9 $\Omega$, or 2.5\% of the film resistance. If it is quiet, it lowers the relative noise of the total by about 5\%, since the denominator is squared; the outer contact adds 3.2 $\Omega$ more and brings this to about 6\%. If it is noisy, it equals the film's contribution when its own relative noise is $(639.5/15.9)^2\approx1600$ times that of the film. The film model cannot say whether a given contact reaches that level.

Four further effects were estimated and are small at 0.1 V. The field at the inner rim is 621 V/cm, where mobility times field is 1.6\% of a saturation velocity of $10^7$ cm/s. If all heat flowed straight down through 400 nm of buried oxide, with conductivity 1.4 W/(m\,K), the oxide would let the inner rim warm by about 0.44 K; heat spreading along the silicon lowers this value. Degeneracy changes the ratio of diffusion constant to mobility by 1.3\%. If the full voltage fell across the buried oxide, its field would be 0.0025 MV/cm, far below breakdown at roughly 10 MV/cm. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
inner radius a: 1 um
outer radius b: 5 um
film thickness t: 100 nm
electron density: 1e+18 cm^-3
mobility: 250 cm2/Vs
Hooge parameter: 0.0001
voltage: 0.1 V
temperature: 300 K
frequency: 10 Hz
resistivity: 0.02497 ohm cm
resistance: 639.5 ohm
current: 156.4 uA
J at inner contact: 2.489e+04 A/cm2
field at inner contact: 621.3 V/cm
film volume: 7.54 um^3
effective volume: 3.391 um^3
film/effective volume: 2.224
local strength s at f: 1e-11 um^3/Hz
S_R/R^2 at f: 2.949e-12 1/Hz
same, if J were uniform: 1.326e-12 1/Hz
S_V at f: 2.949e-14 V^2/Hz
thermal noise 4kTR: 1.06e-17 V^2/Hz
crossing frequency: 27.84 kHz
contact displacement d: 2 um
displaced: resistance: 566.4 ohm
displaced: effective volume: 2.359 um^3
displaced: S_R/R^2 at f: 4.239e-12 1/Hz
displaced/centred noise: 1.437
TEST ring V_eff, re-solved/formula: 0.9998
TEST largest sensitivity error: 3.7e-07
TEST sum of sensitivities: 1.000000
TEST remainder ratio, halved amplitude: 3.999
TEST random variance/formula: 1.013
TEST its standard error: 0.045
TEST edge J^4 per decade/log law: 1.0000
TEST edge J^2, ratio of decades: 10.000
oxide trap density: 1e+17 cm^-3 eV^-1
trap tunnelling length: 0.1 nm
trap noise/Hooge noise: 5.2 %
screening length: 4.09 nm
correlation loss at rims: 0.34 %
correlation loss at faces: 3.3 %
decades of frequency for local rms: 9
local rms of rho: 4.4 %
saturation velocity: 1e+07 cm/s
mobility*field/saturation velocity: 1.6 %
buried oxide thickness: 400 nm
oxide thermal conductivity: 1.4 W/(m K)
heating at inner rim, no spreading: 0.44 K
contact resistivity: 1e-07 ohm cm2
inner contact resistance: 15.9 ohm
contact/film resistance: 2.5 %
degeneracy correction to D/mobility: 1.3 %
buried oxide field: 0.0025 MV/cm
\end{verbatim}
